# The Rate Window of a Two-Gate Capacitance Transient Measurement

## Problem

A reverse-biased n-type Schottky diode contains one kind of electron trap. A filling pulse loads the traps with electrons. After the pulse they emit to the conduction band at a rate \(e\) per filled trap, and the capacitance recovers as

\[
C(t)=C_\infty-\Delta C\,\exp(-et),\qquad \Delta C>0 .
\]

The deficit is positive because a trapped electron cancels part of the positive donor charge, which widens the depletion layer and lowers the capacitance. The instrument samples at \(t_1=1\) ms and \(t_2=2\) ms and records \(S=C(t_2)-C(t_1)\).

**(a)** At fixed \(\Delta C\), find the emission rate that maximises \(S\), show that the maximum is unique, and find its height.

**(b)** Find the two rates at which \(S\) has half its maximum height.

**(c)** The spectrum is recorded against temperature, not against rate. State when its peak marks the rate found in (a). Locate the peak for a trap at depth \(E=0.42\) eV below the conduction band with capture cross-section \(\sigma=2\times10^{-15}\) cm².

**(d)** Find the size of the signal, and how far the peak moves when \(\Delta C\) varies slowly with temperature. Take donor density \(N_D=10^{15}\) cm⁻³, trap density \(N_T=10^{13}\) cm⁻³, reverse bias 5 V, filling at 0 V, area 1 mm², barrier 0.80 V and relative permittivity 11.7.

## Hints

1. Look at \(S\) for very slow and very fast emission before differentiating.
2. For these two times, \(\exp(-et_2)\) is the square of \(\exp(-et_1)\).
3. Use the chain rule to pass from rate to temperature. The thermal speed varies as \(T^{1/2}\) and the effective density of states as \(T^{3/2}\).
4. For (d), expand \(\ln S\) to second order in \(\ln e\) about its maximum. A slowly varying factor adds a small slope to this parabola.
5. Charge at distance \(x\) from the metal contributes to the potential drop in proportion to \(x\).

## Solution

### (a) The maximum

Subtracting the two samples removes \(C_\infty\):

\[
S(e)=\Delta C\left[\exp(-et_1)-\exp(-et_2)\right].
\]

If \(e\to0\), both exponentials tend to one and \(S\to0\): the trap has hardly begun to emit. If \(e\to\infty\), both vanish and again \(S\to0\): emission has finished before the first sample. Between these limits \(S>0\), because \(t_2>t_1\), so there is an interior maximum. Differentiation gives

\[
\frac{dS}{de}=\Delta C\left[t_2\exp(-et_2)-t_1\exp(-et_1)\right].
\]

Setting the bracket to zero and multiplying by \(\exp(et_2)/t_1\) gives

\[
\exp[e(t_2-t_1)]=\frac{t_2}{t_1}
\quad\Longrightarrow\quad
e_*=\frac{\ln(t_2/t_1)}{t_2-t_1}.
\]

The left side of the first equation rises steadily with \(e\), so there is one root. Below it \(t_2\exp(-et_2)\) is the larger term and \(S\) rises; above it \(S\) falls. The root is therefore the unique maximum. For the given times,

\[
e_*=\frac{\ln2}{1\times10^{-3}\ \text{s}}=693\ \text{s}^{-1}.
\]

Direct numerical maximisation of \(S\) gives the same rate, 693.147 s⁻¹.

For the height, put \(p=\exp(-et_1)\). Since \(t_2=2t_1\),

\[
\frac{S}{\Delta C}=p-p^2=\frac14-\left(p-\frac12\right)^2 .
\]

The maximum is \(1/4\), at \(p=1/2\). Half the trapped electrons remain at the first sample and a quarter at the second.

The time constant at the peak is \(1/e_*=1.44\) ms, which lies between the sampling times. This holds for any pair of times: \(\ln(t_2/t_1)=\int_{t_1}^{t_2}dt/t\) lies between \((t_2-t_1)/t_2\) and \((t_2-t_1)/t_1\), so \(e_*\) lies between \(1/t_2\) and \(1/t_1\). When the two times approach each other, \(e_*\to1/t_1\), but the signal vanishes in proportion to \(t_2-t_1\). The selected rate depends on the sampling times alone and is not a property of the trap.

### (b) The half-height rates

Half the maximum is \(\Delta C/8\), so

\[
p-p^2=\frac18
\quad\Longrightarrow\quad
p=\frac12\left(1\pm\frac1{\sqrt2}\right)=0.854\ \text{or}\ 0.146 .
\]

With \(e=-\ln p/t_1\), the rates are 158 s⁻¹ and 1921 s⁻¹. They differ by a factor of about 12, so the window is a broad filter. Two traps whose rates differ by a factor of two are not separated by it.

### (c) From rate to temperature

Suppose first that \(\Delta C\) does not depend on temperature. Then

\[
\frac{dS}{dT}=\frac{dS}{de}\,\frac{de}{dT}.
\]

If \(e(T)\) rises steadily, the second factor is positive, and \(S(T)\) peaks where \(e(T)=e_*\). The transient must also be a single exponential, and the gates must be short.

For the emission rate, use detailed balance with a temperature-independent cross-section and unit degeneracy factor:

\[
e(T)=\sigma v N_c\exp\left(-\frac{E}{kT}\right),
\]

where \(v=\sqrt{3kT/m_c}\) is the thermal speed and \(N_c=2(2\pi m_dkT/h^2)^{3/2}\) the effective density of states. For silicon, with six valleys of longitudinal mass \(0.916\,m_0\) and transverse mass \(0.190\,m_0\), the conductivity mass is \(m_c=0.258\,m_0\) and the density-of-states mass, with all six valleys included, is \(m_d=1.06\,m_0\). Since \(vN_c\propto T^2\),

\[
\frac{d\ln e}{dT}=\frac2T+\frac{E}{kT^2}=\frac{E+2kT}{kT^2}>0 ,
\]

so the rate does rise steadily.

Solving \(e(T)=e_*\) numerically gives \(T_*=234.1\) K. The solution can be followed by hand. At this temperature \(v=2.03\times10^7\) cm/s and \(N_c=1.887\times10^{19}\) cm⁻³, so the prefactor is

\[
\sigma vN_c=(2\times10^{-15})(2.03\times10^7)(1.887\times10^{19})\ \text{s}^{-1}
=7.66\times10^{11}\ \text{s}^{-1}.
\]

The required exponent is \(\ln(7.66\times10^{11}/693)=20.8\), which equals \(E/kT_*=0.42/0.02017\).

The slope at the peak is

\[
\frac{d\ln e}{dT}=\frac{0.42+2(0.02017)}{0.02017\times234.1}\ \text{K}^{-1}=0.0975\ \text{K}^{-1}.
\]

A temperature error of 1 K therefore corresponds to about 10 percent in the rate.

The half-height points lie at 219.8 K and 245.0 K, which makes the peak about 25 K wide. It extends 14.3 K below the maximum and 10.9 K above it. The asymmetry comes from the window: in \(\ln e\), the lower half-height point is 1.48 from the maximum and the upper one 1.02. The steeper variation of \(\ln e\) at low temperature reduces the asymmetry slightly.

### (d) Signal size and a varying amplitude

**Depletion electrostatics.** Let \(W\) be the depletion width. Integrating Poisson's equation twice, with zero field at the depletion edge, gives the total potential drop

\[
V=\frac q\epsilon\int_0^W xN(x)\,dx ,
\]

where \(qN\) is the positive charge density. Suppose traps between \(x_1\) and \(x_2\) are filled, each removing one positive charge. With \(\rho=N_T/N_D\), and \(W_0\) the width when they are empty, constant \(V\) requires

\[
W^2-\rho(x_2^2-x_1^2)=W_0^2 .
\]

For small \(\rho\), \(\delta W/W_0=\rho(x_2^2-x_1^2)/(2W_0^2)\). Since \(C=\epsilon A/W\), where \(A\) is the area, the fractional changes of \(C\) and \(W\) are opposite, and

\[
\frac{\Delta C}{C}=\frac{\rho}{2}\,\frac{x_2^2-x_1^2}{W_0^2}.
\]

**Which traps take part.** Near the depletion edge the trap level lies below the bulk Fermi level, and the traps stay filled. At distance \(y\) inside the edge the bands have risen by \(qN_Dy^2/(2\epsilon)\), in volts. The levels cross where this equals \(\phi_T-\phi_F\), the depths of the trap and Fermi levels below the conduction band in the neutral bulk:

\[
\lambda=\sqrt{\frac{2\epsilon(\phi_T-\phi_F)}{qN_D}} .
\]

Under reverse bias, traps beyond \(W-\lambda\) stay filled. During the pulse, where the width is \(W_p\), traps closer to the metal than \(W_p-\lambda\) stay empty. Hence \(x_1=W_p-\lambda\) and \(x_2=W-\lambda\). The permanently filled traps alter the background charge by a fraction of order \(\rho\), which is neglected.

**Numbers.** In the neutral bulk the electron density equals \(N_D\), so at \(T_*\) the Fermi depth is \(\phi_F=(kT/q)\ln(N_c/N_D)=0.02017\times\ln(1.887\times10^4)=0.199\) V. The built-in voltage is the barrier less this depth, \(0.80-0.199=0.601\) V. For uniform donors the potential drop is \(V=qN_DW^2/(2\epsilon)\), so the width is \(\sqrt{2\epsilon V/(qN_D)}\), with \(V=5.601\) V under reverse bias and \(V=0.601\) V during the pulse. The lengths are \(W=2691\) nm, \(W_p=882\) nm and \(\lambda=535\) nm. The geometric factor is

\[
\frac{(2691-535)^2-(882-535)^2}{2691^2}=0.625 .
\]

The diode capacitance is 38.5 pF, so

\[
\Delta C=38.5\ \text{pF}\times\frac{0.01}{2}\times0.625=0.120\ \text{pF}.
\]

The peak signal is one quarter of this, 30 fF. These values rest on the abrupt depletion edge and on a long filling pulse, and are good to a few percent. With the electron tail kept in Poisson's equation, \(\Delta C\) is 0.124 pF for a long pulse and 0.118 pF for a 1 µs pulse, and the signal lies between 29 and 31 fF.

**Curvature of the peak.** Let \(x=\ln e\), with \(e\) in s⁻¹, and \(p_i=\exp(-et_i)\), so that \(dp_i/dx=-et_ip_i\). For \(F=p_1-p_2\),

\[
F'=-et_1p_1+et_2p_2,
\]
\[
F''=-et_1p_1+et_2p_2+e^2t_1^2p_1-e^2t_2^2p_2 .
\]

At the maximum \(t_1p_1=t_2p_2\). The first two terms of \(F''\) cancel, leaving \(F''=-e_*^2t_1p_1(t_2-t_1)\). The same condition gives \(F=p_1(t_2-t_1)/t_2\). Since \(F'=0\),

\[
(\ln F)''=\frac{F''}{F}=-e_*^2t_1t_2 .
\]

For this window \(e_*^2t_1t_2=2(\ln2)^2=0.961\).

**Shift of the peak.** If \(S\) is multiplied by a slowly varying factor \(B\), the slope of \(\ln(BF)\) near the old maximum is \(d\ln B/dx-e_*^2t_1t_2\,\delta x\). Setting it to zero gives, to first order,

\[
\delta\ln e=\frac{1}{e_*^2t_1t_2}\,\frac{d\ln B}{d\ln e}.
\]

Here \(B=\Delta C(T)\). The depletion model gives \(d\ln\Delta C/dT=0.109\) percent per kelvin at the peak. Most of this comes from \(\lambda\). On warming, \(\phi_F=(kT/q)\ln(N_c/N_D)\) grows at \(\phi_F/T+3k/(2q)=0.98\) mV/K, so \(\lambda\) shrinks by \(0.98/(2\times221)=0.22\) percent per kelvin, or 1.2 nm/K. With \(W\) and \(W_p\) held fixed, the geometric factor then grows by \(2(W-W_p)/W^2\) times 1.2 nm/K, which is about 0.09 percent per kelvin of its value.

Dividing by the slope of \(\ln e\) converts the temperature derivative:

\[
\delta\ln e=\frac{0.00109/0.0975}{0.961}=0.012 .
\]

The variation of \(\Delta C\) alone thus puts the emission rate at the peak about 1.2 percent above 693 s⁻¹ and moves the peak up by 0.12 K. Direct maximisation of \(\Delta C(T)F[e(T)]\) gives the same two values.

These figures are not the net shift in a real diode, because they assume a sharp boundary at \(W-\lambda\). Traps near this boundary also capture electrons from the tail of the bulk electron density, so their occupation relaxes faster than at the rate \(e\). This moves the peak to lower temperature and reverses the sign of the total shift in this example. When Poisson's equation is solved with the electron tail and each trap relaxes at \(e\) plus its local capture rate, the slope of \(\Delta C\) is 0.13 to 0.18 percent per kelvin and the net shift is \(-0.11\) to \(-0.16\) K, depending on the length of the filling pulse.

### The example beside a real diode

The trap parameters are rough typical values for the singly negative divacancy in silicon, a defect produced by irradiation. Its temperature-independent cross-section is a simplification. Doubling \(\sigma\) with \(E\) fixed lowers the peak temperature by 6.9 K but leaves the selected rate unchanged. The assumption of a single trap can also fail: in phosphorus-doped silicon the vacancy–phosphorus pair emits in a similar temperature range. For two positive signals, the slopes have the same sign outside the interval between their separate peaks, so a merged maximum must lie inside it. If the second trap had the same depth and twice the cross-section, the first trap's rate at the merged maximum could lie anywhere between 347 and 693 s⁻¹. That error can far exceed the 1.2 percent found above.

The electric field also speeds emission, by letting electrons tunnel through the top of the barrier. For a trap that is neutral after emission there is no leading Coulomb lowering of the barrier. Assume that the capture coefficient per unit local electron density is unchanged by the field. Detailed balance then makes emission proportional to the thermal electron density at the trap, measured relative to the local band edge. In the imaginary-time path integral, the field \(\mathcal E\) multiplies this density by the average of \(\exp[-(q\mathcal E/\hbar)\int_0^\theta z\,d\tau]\) over closed free-particle paths with \(z(0)=z(\theta)=0\) and \(\theta=\hbar/kT\). These paths are Gaussian, with covariance \((\hbar/m)s(\theta-s')/\theta\) for \(s<s'\). The integral of \(z\) therefore has variance

\[
\frac{2\hbar}{m}\int_0^\theta ds'\,\frac{\theta-s'}{\theta}\int_0^{s'}s\,ds
=\frac{\hbar}{m}\left(\frac{\theta^3}{3}-\frac{\theta^3}{4}\right)=\frac{\hbar\theta^3}{12m},
\]

and the Gaussian average, the exponential of half the variance times \((q\mathcal E/\hbar)^2\), is

\[
\exp\left[\frac{q^2\mathcal E^2\hbar^2}{24m(kT)^3}\right].
\]

The largest field, at the metal, is \(2(5+0.601)\ \text{V}/2691\ \text{nm}=0.0416\) MV/cm, well below a rough breakdown field of 0.3 MV/cm. For a field along a cube axis, one third of the valleys present the longitudinal mass and two thirds the transverse mass. The averaged enhancement is 1.026. If this field acted on every trap, the peak would move down by 0.27 K, and the zero-field rate there would be 2.6 percent below 693 s⁻¹. The active traps start 347 nm from the metal, where the field is weaker, so this overestimates the effect within the model; weighting each trap by its local field and its distance from the metal gives 0.06 K. The model itself is no bound for a real deep trap. The exponent can be written \(q^2\mathcal E^2\tau^3/(3m\hbar)\) with \(\tau=\hbar/2kT=1.6\times10^{-14}\) s. In phonon-assisted tunnelling \(\tau\) is changed by a time \(\tau_1\) set by the lattice relaxation of the defect, which the assumption above sets to zero. An illustrative added \(\tau_1=2\times10^{-14}\) s would raise the factor at the largest field to 1.35 and the weighted shift to 0.7 K.

Hole emission would add to the decay rate. With a 1.12 eV gap, an assumed hole cross-section of \(10^{-13}\) cm² and the electron values of \(v\) and \(N_c\), it is about 0.03 s⁻¹. The gap at 234 K is nearer 1.14 eV, which gives about 0.01 s⁻¹. Either is negligible here. Capture in the neutral bulk takes about 25 ns, so the filling pulse must last many times longer; near the depletion edge, where electrons are scarcer, filling is slower. At \(W_p-\lambda\) the capture rate has fallen to \(e\), so that boundary is reached only by a pulse of about a millisecond or longer.

## Variation 1: gates of finite width

**Question.** Each sample is an average over a gate of width \(w=0.10\) ms centred on \(t_1\) or \(t_2\). How far does the peak move?

**Solution.** Averaging one exponential gives

\[
\frac1w\int_{-w/2}^{w/2}\exp[-e(t_i+s)]\,ds
=\exp(-et_i)\,\frac{\sinh(ew/2)}{ew/2}.
\]

The last factor is common to both gates, so it plays the part of \(B\). For small \(y\), \(\sinh y/y\simeq1+y^2/6\). With \(y=ew/2\), this gives \(\ln B\simeq(ew)^2/24\) and \(d\ln B/d\ln e\simeq(ew)^2/12\). The shift formula then yields

\[
\delta\ln e\simeq\frac{w^2}{12t_1t_2}=\frac{0.10^2}{12\times1\times2}=4.2\times10^{-4}.
\]

The peak rate rises by 0.042 percent, as direct maximisation of the averaged signal also gives. What matters is that the gates are centred on the stated times. If 1 and 2 ms marked their leading edges, both centres would be late by \(w/2\), and \(e_*\) would have to be found from the centres.

## Variation 2: a trap density that is not negligible

**Question.** Let all traps in the depletion layer be filled at \(t=0\), ignoring the edge region. The uniform positive charge density is then proportional to \(N_D-N_T\exp(-et)\), and the capacitance to its square root:

\[
C(t)=C_\infty\sqrt{1-\rho\exp(-et)} .
\]

Find the leading shift of the peak for \(\rho=0.01\).

**Solution.** Use \(\sqrt{1-\rho p}\simeq1-\rho p/2-\rho^2p^2/8\) at both times:

\[
S\simeq\frac{\rho C_\infty}{2}\left[(p_1-p_2)+\frac\rho4(p_1^2-p_2^2)\right]
=\frac{\rho C_\infty}{2}(p_1-p_2)\left[1+\frac\rho4(p_1+p_2)\right].
\]

The last bracket is \(B\). To first order in \(\rho\),

\[
\frac{d\ln B}{d\ln e}=-\frac\rho4\left(et_1p_1+et_2p_2\right).
\]

At the unperturbed peak \(et_1=\ln2\), \(et_2=2\ln2\), \(p_1=1/2\) and \(p_2=1/4\). The bracket is \(\ln2\), and therefore

\[
\delta\ln e\simeq-\frac{\rho\ln2/4}{2(\ln2)^2}=-\frac{\rho}{8\ln2}=-0.0018 .
\]

Direct maximisation of the square-root model gives a peak rate 0.18 percent below 693 s⁻¹. The shift grows in proportion to \(\rho\) while \(\rho\ll1\). When the trap density approaches the donor density, the expansion fails and the full square root must be used.

## Numbers as computed

```
sampling times: 1.0 and 2.0 ms
peak emission rate, formula: 693.147 1/s
peak emission rate, numerical: 693.147 1/s
time constant at peak: 1.4427 ms
peak signal / initial deficit: 0.2500
half-height rates: 158.3 and 1921.1 1/s
peak stiffness e^2*t1*t2: 0.9609
trap depth: 0.42 eV
electron capture cross-section: 2.0e-15 cm2
longitudinal, transverse masses: 0.916, 0.190 m0
conductivity, density masses: 0.258, 1.060 m0
band density at peak: 1.887e+19 cm^-3
thermal speed at peak: 2.030e+07 cm/s
peak temperature, constant amplitude: 234.06 K
half-height temperatures: 219.80 and 244.98 K
log-rate slope at peak: 0.0975 1/K
donor density: 1.0e+15 cm^-3
trap density: 1.0e+13 cm^-3
reverse bias: 5.0 V; Schottky barrier: 0.80 V
diode area: 1.0 mm2; relative permittivity: 11.7
built-in voltage at peak: 0.601 V
depletion width, reverse bias: 2691 nm
depletion width, filling pulse: 882 nm
trap-crossing edge length: 535 nm
active depletion weight: 0.6253
diode capacitance: 38.49 pF
initial capacitance deficit: 120.3 fF
peak difference signal: 30.1 fF
amplitude slope: 0.1092 percent/K
amplitude effect on peak rate: +1.167 percent
amplitude effect on peak temperature: +0.119 K
gate width: 0.10 ms
gate effect on peak rate: +0.0417 percent
trap fraction: 0.010
fraction effect on rate: -0.1810 percent
largest field: 0.0416 MV/cm
rough breakdown field: 0.3 MV/cm
field enhancement at largest field: 1.0264
field effect on peak temperature: -0.268 K
zero-field rate at shifted peak: -2.58 percent
band gap used for hole estimate: 1.12 eV
assumed hole cross-section: 1.0e-13 cm2
estimated hole emission rate: 3.24e-02 1/s
electron capture time in filling: 24.6 ns
electron density / band density: 5.30e-05
peak shift if cross-section doubles: -6.91 K
```
